\section*{Why Volume Chemistry Breaks the Boltzmann Law for Negative Ions}

\section{Cold ions in a reacting plasma}

In a silane deposition discharge, electrons attach to molecules and form negative ions throughout the gap. The time-averaged plasma potential is usually highest near the middle and pulls these ions inward. They are lost there by recombination with positive ions, because their energy is far too small to carry them over the sheaths to the electrodes. No negative ion reaches a wall, so it is tempting to treat the species as a trapped gas in equilibrium with the potential and to write
\begin{equation}
n(x)=n(0)\,e^{\Phi(x)/T},\qquad \Phi(0)=0 .
\label{eq:boltz}
\end{equation}
Here $n$ is the negative-ion density, $\Phi$ the potential and $T$ the ion temperature in volts. The sign in the exponent is positive because the charge is negative.

Zero flux at the wall is not zero flux inside. If ions are made mainly in one place and destroyed mainly in another, they must travel between the two, and friction with the gas then enters the force balance.

Consider a symmetric slab, $0\le x\le L$, in steady state, with flux $\Gamma$ counted positive outward. With mobility $\mu$, diffusivity $D=\mu T$ and field $E=-\Phi'$,
\begin{equation}
\Gamma=-Dn'-\mu nE .
\label{eq:flux}
\end{equation}
The drift term is negative because the field, which points outward, pushes negative charge inward. Dividing by $-Dn$ and using $\mu/D=1/T$ gives
\begin{equation}
\frac{n'}{n}+\frac{E}{T}=-\frac{\Gamma}{Dn}.
\label{eq:force}
\end{equation}
The left side is the pressure and electric balance assumed in (\ref{eq:boltz}); the right side is friction. Within this drift-diffusion model, (\ref{eq:boltz}) holds everywhere if and only if $\Gamma=0$ everywhere.

Continuity fixes $\Gamma$ separately. For attachment frequency $\nu_a$, electron density $n_e$, positive-ion density $n_+$ and ion-ion recombination coefficient $k$,
\begin{equation}
\Gamma'=S,\qquad S=\nu_a n_e-k\,n_+n .
\label{eq:cont}
\end{equation}
Symmetry gives $\Gamma(0)=0$ and confinement gives $\Gamma(L)=0$. Hence $\int_0^L S\,dx=0$: total production equals total loss. The Boltzmann law needs the much stronger condition $S(x)=0$ at every point.

\section{A counter-example worked in full}

\subsection{The model}

Take a gas at 0.2 Torr and 400 K, a half-gap $L=1.5$ cm, electron temperature $T_e=2.5$ V and central electron density $3\times10^9$ cm$^{-3}$. The ions have $\mu=5000$ cm$^2$/(V s) and $T=0.03447$ V, so
\[
D=5000\times0.03447=172\ \mathrm{cm^2/s},\qquad
\gamma\equiv T_e/T=72.5 .
\]
The attachment coefficient is $10^{-12}$ cm$^3$/s, which at a gas density of $4.83\times10^{15}$ cm$^{-3}$ gives $\nu_a=4828$ s$^{-1}$. Recombination has $k=10^{-7}$ cm$^3$/s.

Electrons are Boltzmann, $n_e=n_e(0)e^{\Phi/T_e}$, and the plasma is quasineutral, $n_+=n_e+n$. Both ion species are singly charged and have the same $\mu$ and $T$. The positive-ion flux is $\Gamma_+=-Dn_+'+\mu n_+E$. Subtracting (\ref{eq:flux}) gives the electron flux, since no net current flows:
\begin{align}
\Gamma_e=\Gamma_+-\Gamma
&=-D(n_+'-n')+\mu(n_++n)E\nonumber\\
&=-Dn_e'+\mu(n_++n)E .
\end{align}
For Boltzmann electrons $n_e'=-n_eE/T_e$. With $\mu=D/T=D\gamma/T_e$,
\begin{equation}
E=\frac{T_e\Gamma_e}{D[\gamma(n_++n)+n_e]},\qquad
\Gamma_e'=(\nu_i-\nu_a)n_e ,
\label{eq:field}
\end{equation}
where $\nu_i$ is the ionisation frequency, taken uniform across the gap like $\nu_a$ and $T_e$. Both $\nu_i$ and $n(0)$ are unknown. They are fixed by two conditions at $x=L$: $\Gamma=0$, and $\Gamma_+=n_+u_B$ with the Bohm speed $u_B=\sqrt{eT_e/M}$ for ions of mass $M=31$ u. The numerical solution has $\nu_i=2.16\times10^4$ s$^{-1}$ and $n(0)=1.677\times10^{10}$ cm$^{-3}$. Since $\nu_i>\nu_a$, (\ref{eq:field}) gives $E>0$ for $x>0$, and the potential falls outward.

\subsection{The centre is a sink}

At the centre, $n_+=(0.300+1.677)\times10^{10}=1.977\times10^{10}$ cm$^{-3}$. Production and loss there are
\begin{align*}
\nu_an_e&=4828\times3\times10^9=1.45\times10^{13}\ \mathrm{cm^{-3}s^{-1}},\\
kn_+n&=10^{-7}\times1.977\times10^{10}\times1.677\times10^{10}\\
&=3.32\times10^{13}\ \mathrm{cm^{-3}s^{-1}} .
\end{align*}
Thus $S(0)=-1.87\times10^{13}$ cm$^{-3}$s$^{-1}$. Ions arriving from outside make good 56\% of the central loss. A density with $\Gamma=0$ everywhere cannot supply them.

Comparing the solution with the Boltzmann continuation (\ref{eq:boltz}), started from the same central density in the same potential, gives, in cm$^{-3}$:
\begin{center}
\begin{tabular}{cccc}
$x$ (cm) & $n_e$ & $n$ & Boltzmann $n$\\
0.3 & $2.985\times10^9$ & $1.55\times10^{10}$ & $1.16\times10^{10}$\\
0.6 & $2.928\times10^9$ & $9.56\times10^9$ & $2.88\times10^9$\\
0.9 & $2.587\times10^9$ & $3.73\times10^8$ & $3.64\times10^5$
\end{tabular}
\end{center}
The last column can be followed by hand. Since $\Phi/T=\gamma\Phi/T_e=\gamma\ln[n_e/n_e(0)]$, at 0.6 cm
\[
\Phi/T=72.53\,\ln(2.928/3.000)=-1.76,
\]
and $1.677\times10^{10}e^{-1.76}=2.88\times10^9$ cm$^{-3}$. A 2.4\% drop in electron density becomes a factor of nearly six for cold Boltzmann ions. The ions of the solution are 3.3 times denser than that at 0.6 cm, and about a thousand times denser at 0.9 cm.

\subsection{How much force is friction?}

The fraction of the electric force balanced by friction is
\begin{equation}
R=-\frac{\Gamma}{\mu nE}=1+\frac{Dn'}{\mu nE},
\label{eq:share}
\end{equation}
where the second form follows from (\ref{eq:flux}). Boltzmann ions have $R=0$; ions in pure drift have $R=1$. At 0.6 cm the flux is $-7.28\times10^{12}$ cm$^{-2}$s$^{-1}$ and the field is 0.2706 V/cm, so
\[
R=\frac{7.28\times10^{12}}{5000\times9.56\times10^9\times0.2706}=0.56 .
\]
Friction carries more than half of the force. The largest inward flux is $7.3\times10^{12}$ cm$^{-2}$s$^{-1}$, or $7.3\times10^{16}$ m$^{-2}$s$^{-1}$.

The share does not rise steadily outward: it is 0.76, 0.56 and 0.89 at 0.3, 0.6 and 0.9 cm. From 0.3 to 0.6 cm the flux grows by a factor 1.41, while $nE$ grows by $0.618\times3.06=1.89$; their quotient lowers $R$. From 0.6 to 0.9 cm the flux falls to 0.59 of its value, but $nE$ falls to 0.38, and $R$ rises.

At the centre flux and field both vanish, yet $R$ has a finite limit. There $\Gamma\simeq S(0)x$ and $E\simeq E'(0)x$, and (\ref{eq:field}) gives
\[
E'(0)=\frac{2.5\times16722\times3\times10^9}{172.3\times2.653\times10^{12}}
=0.274\ \mathrm{V/cm^2}.
\]
Hence $R(0)=-S(0)/[\mu n(0)E'(0)]=0.81$. Even where the field is weakest, the Boltzmann force balance is not approached.

\section{The departure from Boltzmann}

Because $E=-\Phi'$, the left side of (\ref{eq:force}) is the derivative of $\ln n-\Phi/T$. Integrating from the centre gives
\begin{equation}
\delta(x)\equiv\ln\frac{n(x)}{n(0)}-\frac{\Phi(x)}{T}
=-\int_0^x\frac{\Gamma}{Dn}\,dx' .
\label{eq:delta}
\end{equation}
An inward flux makes $\delta$ positive: the density falls less steeply than Boltzmann, because friction holds back ions that the field is pulling in.

Close to the centre, $\Gamma\simeq S(0)x$ and $n\simeq n(0)$, so
\begin{equation}
\delta\simeq\frac{|S(0)|\,x^2}{2Dn(0)}\qquad[S(0)<0].
\label{eq:near}
\end{equation}
At 0.3 cm this gives
\[
\delta\simeq\frac{1.87\times10^{13}\times0.09}
{2\times172.3\times1.677\times10^{10}}=0.29,
\]
in agreement with the solution, 0.29. At 0.6 cm the estimate is 1.16 and the solution has 1.20. Setting $\delta=1$ in (\ref{eq:near}) gives a length,
\[
\ell=\sqrt{2Dn(0)/|S(0)|}=0.56\ \mathrm{cm},
\]
beyond which the Boltzmann continuation is wrong by more than a factor of about $e$. The criterion compares a net reaction rate with diffusion over the distance of interest. Confinement at the edge enters only through the values of $n(0)$ and $S(0)$, and does not by itself make the departure small.

\section{The general statement}

One might try to rescue (\ref{eq:boltz}) by choosing $n(0)$ so that total production equals total loss. This fails in general. Include detachment at a uniform frequency $\nu_d\ge0$, so that
\begin{equation}
S=\nu_an_e-kn_+n-\nu_dn .
\end{equation}

\textbf{Proposition.} Let $\nu_a$, $k>0$ and $\nu_d$ be uniform, $n_+=n_e+n$, and $\gamma\ge1$. Let $\Phi$ fall strictly from $x=0$ to $x=L$, and let the electrons be Boltzmann. If the negative ions are given a Boltzmann density whose amplitude satisfies $\int_0^LS\,dx=0$, continuity with $\Gamma(0)=0$ demands $\Gamma(x)<0$ at every $0<x<L$. The assumed force balance, which requires $\Gamma=0$, is therefore violated at every interior point.

\emph{Proof.} Put $\eta=\Phi/T_e$ and $\alpha=n/n_e$. The loss per electron is
\begin{equation}
Q=\frac{k(n_e+n)n+\nu_dn}{n_e}=kn(1+\alpha)+\nu_d\alpha .
\end{equation}
The two Boltzmann laws read $n_e\propto e^\eta$ and $n\propto e^{\gamma\eta}$, so $\alpha\propto e^{(\gamma-1)\eta}$. Therefore $dn/d\eta=\gamma n$, $d\alpha/d\eta=(\gamma-1)\alpha$, and
\begin{align}
\frac{dQ}{d\eta}
&=k\gamma n(1+\alpha)+kn(\gamma-1)\alpha+\nu_d(\gamma-1)\alpha\nonumber\\
&=kn[\gamma+(2\gamma-1)\alpha]+\nu_d(\gamma-1)\alpha>0 .
\end{align}
As $x$ increases, $\eta$ falls, $Q$ falls, and $S/n_e=\nu_a-Q$ rises strictly. Since $\int_0^LS\,dx=0$ and $n_e>0$, $S$ must be negative near the centre, positive near the edge, and change sign once, at some $x_s$. For $0<x\le x_s$, $\Gamma(x)=\int_0^xS\,dx'<0$. For $x_s\le x<L$, the zero total gives $\Gamma(x)=-\int_x^LS\,dx'<0$. $\square$

The true steady density therefore cannot be Boltzmann throughout the slab. If it were, $\Gamma$ would vanish and $S$ with it, whereas $S/n_e$ has just been shown to vary.

In the potential of the example, the globally balanced Boltzmann density has $\alpha(0)=7.28$, against 5.59 in the solution. It demands a peak inward flux of $9.6\times10^{12}$ cm$^{-2}$s$^{-1}$ while claiming that no flux exists. Global balance hides the contradiction without removing it.

The hypotheses show where exceptions lie. If $k=0$ and $\gamma=1$, then $dQ/d\eta=0$: detachment alone, with ions as hot as electrons, permits a Boltzmann density. A nonuniform attachment frequency could also do so, but it would have to follow $Q(x)$ at every point. For the Boltzmann continuation in the table, $Q=kn(1+\alpha)$ is $1.11\times10^4$ s$^{-1}$ at the centre and
\[
10^{-7}\times2.88\times10^9\times(1+0.984)=5.7\times10^2\ \mathrm{s^{-1}}
\]
at 0.6 cm. The attachment frequency would have to drop nineteenfold while the electron density drops by 2.4\%.

\section{Slow and fast chemistry}

\subsection{Slow chemistry: a Boltzmann core}

To isolate the cause, hold the potential and $n_+$ of the example fixed and multiply attachment and recombination together by $\varepsilon$. This is a controlled comparison; for $\varepsilon\ne1$ it is not a self-consistent discharge.

The edge condition still requires $\int_0^L(\nu_an_e-kn_+n)\,dx=0$, because the common factor cancels. As $\varepsilon\to0$ the flux vanishes and $n\to n_B=Ce^{\Phi/T}$, with
\begin{equation}
C=\frac{\nu_a\int_0^Ln_e\,dx}{k\int_0^Ln_+e^{\Phi/T}\,dx}.
\end{equation}
Inserting $n_B$ in the source gives the leading flux $\varepsilon\Gamma_0$, where $\Gamma_0=\int_0^x(\nu_an_e-kn_+n_B)\,dx'$. Equation (\ref{eq:delta}) then becomes, to first order,
\begin{equation}
\delta=-\varepsilon\int_0^x\frac{\Gamma_0}{Dn_B}\,dx' .
\label{eq:weak}
\end{equation}
At 0.3 cm the formula gives $\delta/\varepsilon=0.382$. A separate finite-volume solution of the negative-ion balance at $\varepsilon=10^{-4}$ gives the same value to three digits. At $\varepsilon=0.01$ the departure is 0.004, and at full chemistry it is 0.29. With the potential unchanged, removing the reactions restores the Boltzmann core.

The tail behaves differently. Expansion (\ref{eq:weak}) fails once $n_B$ is so small that its right side is no longer small. At 1.2 cm, $\delta=32.6$ even for $\varepsilon=10^{-4}$. Locally made ions drift inward there, and with little pressure force (\ref{eq:flux}) reduces to
\begin{equation}
n\simeq\frac{|\Gamma|}{\mu E},\qquad
|\Gamma|\simeq\varepsilon\nu_a\int_x^Ln_e\,dx' ,
\end{equation}
provided recombination in the tail is negligible. The density is then proportional to $\varepsilon$ and not to $e^{\Phi/T}$. The numbers show this: between $\varepsilon=10^{-4}$ and $10^{-2}$, $\delta$ at 1.2 cm grows by 4.61, and $\ln100=4.61$. Slow chemistry can justify a Boltzmann core without justifying a Boltzmann density everywhere.

\subsection{Fast chemistry: local balance}

In the opposite limit, transport is too slow to matter and $S\simeq0$ locally. With quasineutrality and $\nu_d=0$, this means $n+n^2/n_e=\nu_a/k$. Differentiating,
\[
(1+2\alpha)\,dn-\alpha^2\,dn_e=0 .
\]
Division by $n=\alpha n_e$ gives
\begin{equation}
\frac{d\ln n}{d\ln n_e}=\frac{\alpha}{1+2\alpha}<\frac12 .
\end{equation}
The Boltzmann law would give $\gamma$, here 72.5, for the same slope. Since $E=-T_e(\ln n_e)'$, (\ref{eq:share}) yields $R=1-\alpha/[\gamma(1+2\alpha)]$, which is close to one for cold ions: friction carries nearly all the force. The limit requires $|\Gamma'|\ll\nu_an_e$. The example is not there, since local balance at the centre would give $\alpha=3.54$ instead of 5.59. It lies between the two limits.

\section{What the example leaves out}

The pressure, gap and temperatures are rough typical values for silane deposition, and SiH$_3^-$ stands for all negative ions. The attachment coefficient is an order of magnitude only, as it depends on the energetic tail of the electron distribution. The mobility is an assumed round value. The size of $\delta$ depends on both. The electron temperature was set independently of $\nu_i$; a full discharge model would have to make the two agree.

The electrons obey the same kind of identity as (\ref{eq:delta}), but with a far larger diffusivity. For a momentum-transfer coefficient of $10^{-7}$ cm$^3$/s, drag shifts $\ln n_e$ by 0.0016 at 1.2 cm. Multiplied by $\gamma$, this changes the inferred $\Phi/T$ by 0.11, small beside $\delta=42$ there. Field heating of the ions is estimated as 0.2 K at 0.6 cm and 22 K at 0.9 cm, but 140 K at 1.2 cm, so values that far out are indicative. The charge imbalance implied by the field is 0.8\% of $n_+$ at 1.2 cm, but it rises steeply towards the edge, where quasineutrality fails. The drift speed reaches the ion thermal speed at 1.32 cm, and constant mobility becomes doubtful as that point is approached. The Bohm condition at $x=L$ lies beyond both limits: it needs a field of about $u_B/\mu\approx55$ V/cm and a drift five times the thermal speed, so it serves only to close the equations and does not describe the real, collisional sheath edge.

The departure at 0.6 cm, $\delta=1.20$, is less sensitive to the boundary condition at the edge. Replacing the Bohm speed at the edge by the ion thermal speed and solving again gives 1.04. With the potential and $n_+$ held fixed, an attachment frequency falling parabolically to half its central value at the edge gives 1.12, and adding detachment at 100 s$^{-1}$ gives 1.23. The uniform $\nu_i$ is a stronger simplification. In radio-frequency discharges ionisation commonly peaks towards the sheaths. By (\ref{eq:field}) this weakens the core field, and reverses it if $\nu_i<\nu_a$ around the centre; $\delta$ and the position of the density maximum then change, and the values above do not carry over. Real reactors also have time-varying fields, several ion species with unequal mobilities, and sometimes dust; their effect on $\delta$ has not been sized here. The remaining values are in the numerical output.

For modelling, (\ref{eq:delta}) gives the practical test. In the potential the model provides, take a Boltzmann density whose amplitude makes total production equal total loss, integrate its own source from the centre to obtain $\Gamma$, and evaluate $\int|\Gamma|/(Dn)\,dx$ out to the point of interest. If the result is not small compared with one, the Boltzmann density should not be relied on there: solve continuity and (\ref{eq:flux}) together, or use local balance where the chemistry is fast enough for it to hold. The integral is a screen and not the value of $\delta$: in the example it overstates the departure, because the balanced Boltzmann density is higher at the centre and lower further out than the solution. A small result supports the Boltzmann shape out to that point only. The integral always vanishes at the centre, so the amplitude can be trusted only if the result stays small throughout the region where most of the recombination takes place.

\section*{Calculated quantities}
\begin{verbatim}
pressure 0.20 Torr; gas 400 K
half-gap 1.50 cm; T_e 2.50 eV
central n_e 3.00e+09 cm^-3
gas density 4.828e+15 cm^-3
ion mobility 5000 cm^2/(V s)
ion diffusivity 172.3 cm^2/s
ion temperature 0.03447 eV; gamma 72.53
attachment coefficient 1.0e-12 cm^3/s
recombination coefficient 1.0e-07 cm^3/s
attachment frequency 4828.2 1/s
diffusion frequency D/L^2 76.60 1/s
central recombination frequency 1977.2 1/s
ionisation frequency 21550.2 1/s
central n_- 1.677e+10 cm^-3; alpha 5.591
local-balance alpha at centre 3.543
central production 1.448e+13 cm^-3/s
central loss 3.316e+13 cm^-3/s
x cm | n_e | actual n_- | Boltzmann n_- (all cm^-3)
0.3 | 2.985e+09 | 1.548e+10 | 1.158e+10
0.6 | 2.928e+09 | 9.560e+09 | 2.881e+09
0.9 | 2.587e+09 | 3.733e+08 | 3.640e+05
1.2 | 1.546e+09 | 4.106e+07 | 2.181e-11
x cm | flux cm^-2/s | friction share | departure ln
0.3 | -5.170e+12 | 0.7554 | 0.2904
0.6 | -7.280e+12 | 0.5629 | 1.1993
0.9 | -4.324e+12 | 0.8864 | 6.9330
1.2 | -1.293e+12 | 0.9518 | 42.0791
x cm | field V/cm | ion heating K | charge/n_+
0.3 | 0.0884 | 0.025 | 1.03e-05
0.6 | 0.2706 | 0.235 | 5.53e-05
0.9 | 2.6137 | 21.910 | 1.81e-03
1.2 | 6.6179 | 140.468 | 7.95e-03
peak actual inward flux 7.314e+12 cm^-2/s
balanced Boltzmann trial: alpha(0) 7.278
trial's peak demanded inward flux 9.564e+12 cm^-2/s
frozen-field chemistry scale | departure ln at 0.3 | at 1.2 cm
0.0001 | 0.000038 | 32.5554
0.0100 | 0.003805 | 37.1643
0.1000 | 0.037050 | 39.5003
1.0000 | 0.290429 | 42.0791
10.0000 | 0.617187 | 45.0932
weak law coefficient: solved 0.38165, formula 0.38166
finite-volume max relative difference 8.16e-05
electron drag shift ln(n_e) at 1.2 cm 1.57e-03
drift equals ion thermal speed at 1.315 cm
departure ln at 0.6 cm: base 1.1993
  edge at thermal speed 1.0416
  attachment frequency halved towards edge 1.1191
  detachment 100 1/s added 1.2330
\end{verbatim}
